# Fano interference and vanishing oscillator strengths in a perturbed Rydberg series

## The decision

A calculation of an absorption spectrum needs the oscillator strengths of a long Rydberg series, but only a few lines have been computed. May the others be filled in by the rule that the strength falls as the inverse cube of the effective quantum number? If a level built on an excited core, an interloper, lies among the series members, the answer is in general no, unless the coupling to it is very weak. One or two lines beside it can be almost dark, and a line computed there says little about its neighbours.

What can be interpolated is the strength multiplied by the density of levels. In a two-channel model this product lies on a Fano profile, which has one zero for each interloper. The zero is often close to the interloper, but for a large profile index it lies several widths away and may fall above the series limit. A particular line vanishes if its level falls on the zero, and lines whose levels lie near the zero are weak. There may be only one or two of these, but if the zero lies close to the series limit, where the levels crowd together, a long run of lines can be weak. The profile is built below from its contributions, so that their sizes can be compared.

## The model and its Coulomb functions

The outer electron moves in s waves in two channels, that is, with the ionic core in one of two states. The thresholds are \(I_1<I_2\), and the energy \(E\) lies below both. Let \(a=\hbar^2/(me^2)\) and \(E_h=me^4/\hbar^2\). The effective quantum numbers are defined by

\[
E=I_i-\frac{E_h}{2\nu_i^2},\qquad \frac{d\nu_i}{dE}=\frac{\nu_i^3}{E_h}.
\]

Beyond a short distance the channels are uncoupled and the potential is \(-e^2/r\). There I use the regular Coulomb function \(f\) and the decaying function \(w\), written with Whittaker functions of \(z=2r/(\nu a)\):

\[
f=\frac{\nu M_{\nu,1/2}(z)}{\sqrt{E_ha}},\qquad
w=-\frac{W_{\nu,1/2}(z)}{\sqrt{E_ha}\,\Gamma(\nu)} .
\]

The Wronskian of \(M_{\nu,1/2}\) and \(W_{\nu,1/2}\) in \(z\) is \(-1/\Gamma(1-\nu)\). With \(dz/dr=2/(\nu a)\), \(E_ha^2=\hbar^2/m\) and \(\Gamma(\nu)\Gamma(1-\nu)=\pi/\sin\pi\nu\), this gives \(fw'-f'w=(2m/\pi\hbar^2)\sin\pi\nu\). A second solution \(g\) is defined by

\[
w=f\cos\pi\nu+g\sin\pi\nu,\qquad\text{so}\qquad fg'-f'g=\frac{2m}{\pi\hbar^2}.
\]

At integer \(\nu\), \(g\) is the finite limit of this definition. The combination \(v=f\sin\pi\nu-g\cos\pi\nu\) is independent of \(w\) and therefore grows at large \(r\). Solving for \(f\) and \(g\),

\[
f=w\cos\pi\nu+v\sin\pi\nu,\qquad g=w\sin\pi\nu-v\cos\pi\nu .
\]

Direct multiplication gives \(wv'-w'v=-(fg'-f'g)=-2m/(\pi\hbar^2)\), which is needed later.

The coupled equations have two independent solutions regular at the origin. I combine them into \(\Psi_1,\Psi_2\) so that outside the core the component of \(\Psi_i\) in channel \(j\) is

\[
f_j\delta_{ij}-g_jK_{ji}.
\]

The matrix \(K\) is real. It is also symmetric: for a symmetric potential matrix, the Wronskian of \(\Psi_i\) and \(\Psi_k\), summed over channels, does not depend on \(r\). It is zero at the origin and proportional to \(K_{ki}-K_{ik}\) outside. Since \(K\) is fixed at short range, it usually varies slowly with energy. The exception is a pole, met for example when a quantum defect passes one half; the numerical case below is far from one, and there \(K\) changes by about one per cent over the range used.

The lower state is a compact p state with the same radial function \(P(r)\) in both channels and real coefficients \(c_1,c_2\). The dipole operator acts on the outer electron and leaves the core alone. With \(u_j^{(i)}\) the component of \(\Psi_i\) in channel \(j\), the radial amplitudes are

\[
d_i=\sum_j c_j\int_0^\infty P(r)\,r\,u_j^{(i)}(r)\,dr .
\]

Each \(d_i\) contains both \(c_1\) and \(c_2\), because each \(\Psi_i\) has both components inside the core.

## The interloper enters through a boundary condition

Take \(Z_1\Psi_1+Z_2\Psi_2\). Its outer function in channel 2 is \(Z_2f_2-(K_{12}Z_1+K_{22}Z_2)g_2\). The coefficient of the growing function \(v_2\) must vanish:

\[
Z_2\sin\pi\nu_2+(K_{12}Z_1+K_{22}Z_2)\cos\pi\nu_2=0 .
\]

Division by \(\cos\pi\nu_2\) gives

\[
\frac{Z_2}{Z_1}=-\frac{K_{12}}{T},\qquad T=\tan\pi\nu_2+K_{22}.
\]

Without coupling, \(T=0\) would be the bound-state condition of channel 2. The ratio \(Z_2/Z_1\) changes sign there, just as a perturbative admixture \(V/(E-E_0)\) does.

In channel 1 the outer function is now \(Z_1(f_1-g_1\tan\delta)\), with

\[
\tan\delta=K_{11}-\frac{K_{12}^2}{T}.
\]

Choose \(Z_1=\cos\delta\), so that the function becomes \(f_1\cos\delta-g_1\sin\delta\), with unit amplitude. Define

\[
\tan\delta_0=K_{11},\qquad G=\frac{K_{12}^2}{1+K_{11}^2},\qquad \varepsilon=\frac{T}{G}-K_{11}.
\]

Then \(K_{12}^2/T=(1+K_{11}^2)/(\varepsilon+K_{11})\), and

\[
\tan\delta=\frac{K_{11}\varepsilon-1}{\varepsilon+K_{11}}=\tan(\delta_0-\eta),\qquad \cot\eta=\varepsilon,\quad 0<\eta<\pi .
\]

I take \(\delta=\delta_0-\eta\). For slowly varying \(K\), \(\varepsilon\) rises with energy through \(\tan\pi\nu_2\). It is negative below the interloper and positive above it.

## Two amplitudes, one of which changes sign

The dipole amplitude of the unit-amplitude solution is

\[
\mathcal D=\cos\delta\left(d_1-\frac{d_2K_{12}}{T}\right).
\]

Insert \(T=G(\varepsilon+K_{11})\) and \(K_{12}/G=(1+K_{11}^2)/K_{12}\). The bracket becomes

\[
d_1\frac{\varepsilon+q}{\varepsilon+K_{11}},\qquad
q=K_{11}-\frac{d_2(1+K_{11}^2)}{d_1K_{12}} .
\]

Moreover, \(\cos\delta=\cos\delta_0\cos\eta+\sin\delta_0\sin\eta=\cos\delta_0\sin\eta\,(\varepsilon+K_{11})\). The factor \(\varepsilon+K_{11}\) cancels, leaving

\[
\mathcal D=A_b\cos\eta+A_r\sin\eta,
\]

\[
A_b=d_1\cos\delta_0,\qquad
A_r=qA_b=d_1\sin\delta_0-\frac{d_2}{K_{12}\cos\delta_0}.
\]

This explains the zero. The background amplitude \(A_b\) is multiplied by \(\cos\eta=\varepsilon/\sqrt{1+\varepsilon^2}\), which changes sign across the interloper. The resonant amplitude \(A_r\) is multiplied by \(\sin\eta=1/\sqrt{1+\varepsilon^2}\), which does not. The two add on one side and subtract on the other. Squaring gives

\[
\mathcal D^2=B\,\frac{(q+\varepsilon)^2}{1+\varepsilon^2},\qquad B=A_b^2 .
\]

The zero is at \(\varepsilon=-q\): below the interloper for \(q>0\), above it for \(q<0\). If \(A_r=0\), it sits at \(\varepsilon=0\). If \(A_b=0\), the square is \(A_r^2/(1+\varepsilon^2)\), which has no zero at finite \(\varepsilon\); it vanishes only where \(\nu_2\) is half-integral, between successive interlopers.

## The level density contributes the rest

Nothing so far has required channel 1 to decay. In terms of \(w_1\) and \(v_1\), its outer function is

\[
f_1\cos\delta-g_1\sin\delta=w_1\cos\Phi+v_1\sin\Phi,\qquad \Phi=\pi\nu_1+\delta .
\]

Bound levels therefore satisfy \(\Phi(E_n)=n\pi\). Between successive half-integral values of \(\nu_2\), \(n(E)=\Phi(E)/\pi\) is a smooth counting function. At each such value \(\eta\) returns from 0 to \(\pi\) and \(n\) drops by one, which relabels the levels but leaves the density \(dn/dE\) continuous.

The bound solution must still be normalized. Let \(u(r,E)\) be the two-component solution and let a dot denote \(\partial/\partial E\). With \(\mathcal V\) the symmetric potential matrix, including the thresholds,

\[
-\frac{\hbar^2}{2m}u''+\mathcal Vu=Eu,\qquad
-\frac{\hbar^2}{2m}\dot u''+\mathcal V\dot u=E\dot u+u .
\]

Multiply the second equation by \(u\), the first by \(\dot u\), subtract and integrate. Both \(u\) and \(\dot u\) vanish at the origin, so

\[
\int_0^R u\cdot u\,dr=-\frac{\hbar^2}{2m}\left[u\cdot\dot u'-\dot u\cdot u'\right]_R .
\]

As \(R\to\infty\), channel 2 drops out, because its function decays at every \(E\) considered. In channel 1 at a level, \(\sin\Phi=0\), hence \(u_1=w_1\cos\Phi\) and \(\dot u_1=\dot w_1\cos\Phi+\dot\Phi\,v_1\cos\Phi\). The product of \(w_1\) with \(\dot w_1\) decays. The product with \(v_1\) gives the constant Wronskian found above:

\[
\int_0^\infty u\cdot u\,dr=-\frac{\hbar^2}{2m}\,\dot\Phi\left(-\frac{2m}{\pi\hbar^2}\right)=\frac{\dot\Phi}{\pi}=\frac{dn}{dE}.
\]

The squared radial amplitude of the normalized level is therefore

\[
D_n^2=\frac{B}{dn/dE}\,\frac{(q+\varepsilon)^2}{1+\varepsilon^2}\bigg|_{E_n}.
\]

The norm holds for energy-dependent \(K\), so \(q\), \(B\) and \(\varepsilon\) may take their local values. The density itself has separate parts:

\[
\frac{dn}{dE}=\frac{\nu_1^3}{E_h}+\frac1\pi\frac{d\delta_0}{dE}+\frac1\pi\frac{d\varepsilon/dE}{1+\varepsilon^2}.
\]

The first is the Rydberg density, the second the slow drift of the background phase, and the third the contribution of the interloper. With the width defined by \(\Gamma=2/(d\varepsilon/dE)\) at \(\varepsilon=0\), the third part is \(2/(\pi\Gamma)\) at the centre.

For polarization along \(z\), only the p sublevel with zero projection contributes. Its angular factor is \(1/3\), and averaging over three sublevels gives another \(1/3\). Thus

\[
f_n=\frac{2m}{9\hbar^2}(E_n-E_{\rm low})D_n^2 .
\]

## Weak coupling as a limiting case

Let \(K_{12}\to0\) with \(d_1,d_2\) nonzero. The amplitude vanishes at \(T=K_{12}d_2/d_1\), a displacement proportional to \(K_{12}\), whereas \(\Gamma\) is proportional to \(K_{12}^2\). The zero then lies many widths from the interloper, yet it can be closer than the neighbouring Rydberg level. In that case no line need be dark, and the inverse-cube rule nearly survives: with \(V_{12}\) in the model below reduced to 0.001 hartree, \(D_n^2\nu_1^3\) of the series lines varies by only about 6 per cent.

If no Rydberg level coincides with it, the interloper also becomes an ordinary separate line. For slowly varying \(K\),

\[
\frac{\Gamma}{2}=\frac{GE_h}{\pi\nu_2^3\sec^2\pi\nu_2}.
\]

Near the centre the interloper part dominates the density, and \(|q|\gg|\varepsilon|\). The Fano denominator cancels against the same factor in the density, giving

\[
D^2\to A_r^2\,\frac{\pi\Gamma}{2}\to\frac{d_2^2E_h}{\nu_2^3(1+K_{22}^2)} .
\]

Here \(A_r^2\to d_2^2(1+K_{11}^2)/K_{12}^2\), and \(\tan\pi\nu_2\to-K_{22}\). The coupling has cancelled: this is the strength of an uncoupled level of channel 2.

## A numerical case

Take Gaussian short-range potentials \(V_{ij}e^{-r^2/(2a)^2}\), with \(V_{11}=-0.20\), \(V_{22}=-0.30\) and \(V_{12}=0.25\) hartree, added to \(-e^2/r\) in each channel. The third s level of channel 2 alone is placed at \(-0.0070\) hartree. All energies are relative to \(I_1\), and this choice makes \(I_2-I_1=0.05321\) hartree. The lower orbital is \(P\propto r^2e^{-3r/a}\), with prescribed energy \(-4.5\) hartree and channel weights 0.7 and 0.3. It is not an eigenstate of the model. Both relative signs of \(c_1,c_2\) are considered; they leave the upper levels unchanged.

Outward integration to \(10a\), matched there to Coulomb functions, gives \(K_{11}=0.288\), \(K_{12}=-0.353\) and \(K_{22}=0.418\) at the centre. Thus

\[
G=\frac{0.353^2}{1+0.288^2}=0.115 .
\]

The centre \(\varepsilon=0\) is at \(-0.00695\) hartree, or \(-0.189\) eV, and \(\Gamma=0.00266\) hartree, or 0.0725 eV.

### Weighing the two routes

At the centre, \(q=2.837\) for equal signs and \(q=-0.843\) for opposite signs. With the lower state in channel 1 alone, \(q=1.369\). The last value is not zero, because \(\Psi_2\) has a component in channel 1 inside the core. That component and \(K_{12}\) are both proportional to the coupling when it is weak, so this \(q\) hardly depends on it: it is 1.35 for \(V_{12}=0.005\) hartree.

These three values separate the contributions. Both \(A_b\) and \(A_r\) are linear in \(c_1,c_2\). In units of the background from \(c_1\), let \(c_2\) add \(\pm Y\) to the background and \(\pm X\) to the resonant amplitude:

\[
\frac{1.369+X}{1+Y}=2.837,\qquad \frac{1.369-X}{1-Y}=-0.843 .
\]

Clearing denominators and adding gives \(2.738=1.994+3.680Y\), so \(Y=0.202\) and \(X=2.04\). The second component of the lower state changes the background amplitude by about a fifth but supplies the larger part of the resonant amplitude. Since \(X>1.369\) and \(Y<1\), reversing its sign reverses \(q\). Had \(X\) been smaller than 1.369, both signs would have put the zero on the same side. With the weights exchanged (0.3 and 0.7) and opposite signs, \(q=-6.4\) and the zero moves to \(+0.0015\) hartree, above the series limit.

### Reading the lines

Diagonalization in a basis of exponentials times Laguerre polynomials gives the levels and their \(D_n\). Let \(S=D_n^2(dn/dE)/B\), with the density and \(B\) taken from the short-range parameters. Subscripts give the relative sign. The levels at \(\nu_1=11.05\) and from 13.02 to 16.99 are left out of the table.

| \(\nu_1\) | \(\varepsilon\) | \(S_+\) | \(S_-\) | \(10^6f_+\) | \(10^6f_-\) |
|---:|---:|---:|---:|---:|---:|
| 5.87 | −7.30 | 0.368 | 1.223 | 158 | 233 |
| 6.81 | −3.14 | 0.009 | 1.462 | 2.29 | 168 |
| 7.69 | −1.17 | 1.168 | 1.712 | 184 | 119 |
| 8.43 | −0.07 | 7.654 | 0.820 | 802 | 37.9 |
| 9.20 | 0.77 | 8.168 | 0.003 | 772 | 0.128 |
| 10.10 | 1.50 | 5.795 | 0.134 | 459 | 4.65 |
| 12.03 | 2.55 | 3.877 | 0.389 | 190 | 8.37 |
| 17.99 | 3.97 | 2.772 | 0.585 | 41.0 | 3.79 |

For equal signs the zero is at \(-0.01043\) hartree, or \(-0.284\) eV, below the interloper. For opposite signs it is at \(-0.00581\) hartree, or \(-0.158\) eV, above it. The weakest line for opposite signs has \(\varepsilon=0.772\), and the formula with the central \(q\) gives

\[
S_-=\frac{(-0.843+0.772)^2}{1+0.772^2}\approx0.003 .
\]

It is weak because the level lies close to the zero, not because it has reached it.

Now return to the inverse-cube rule. Scaling the opposite-sign line at \(\nu_1=7.69\) to \(\nu_1=9.20\) predicts

\[
1.19\times10^{-4}\left(\frac{7.69}{9.20}\right)^3\approx6.9\times10^{-5},
\]

more than 500 times the calculated \(1.28\times10^{-7}\).

The level density has a more modest effect. At \(\nu_1=8.43\) it is 838 per hartree. The Rydberg part is \(8.43^3\approx599\), and the interloper part is close to \(2/(\pi\times0.00266)\approx239\). Crowding thus reduces this line to about 0.7 of what the Rydberg density alone would give. The amplitude factor ranges over three orders of magnitude in the table, so interference governs the pattern.

The opposite-sign lines above the interloper stay below the background up to the last level shown. This is not a second zero. The background value \(S=1\) is approached as \(|\varepsilon|\to\infty\), where \(\nu_2\) is half-integral, but \(\varepsilon\) has reached only 3.97 at the last level. At the threshold \(\nu_2=1/\sqrt{2\times0.05321}=3.07\), and the central \(K\) gives \(\varepsilon\approx5.2\) and \(S_-\approx0.7\). The suppression is broad, although the zero is a single point.

The dark line can also be tuned. The amplitude of each level is linear in \(c_1,c_2\), so a suitable ratio cancels it. For the level at \(\nu_1=6.81\), diagonalization gives \(c_2/c_1=0.828\), compared with \(0.655\) in the equal-sign case. The short-range parameters for that ratio give \(q=3.14\), while the level has \(\varepsilon=-3.14\): the zero has moved onto the line.

## The same profile above threshold

Above \(I_1\), the energy-normalized Coulomb pair has the same asymptotic expansion in powers of energy as the pair used below it. The regular function carries an extra factor \((1-e^{-2\pi/ka})^{-1/2}\), with \(k\) the wave number, which is negligible this close to threshold. Channel 1 no longer has to decay, so the quantization condition and the division by \(dn/dE\) disappear. What remains is \(\mathcal D^2\) per unit energy, the Fano profile of an autoionizing resonance.

Moving the bare interloper to \(0.0080\) hartree, with equal signs in the lower state, gives a resonance at \(0.00808\) hartree with \(\Gamma=0.00264\) hartree and \(q=2.94\). The bound case had \(0.00266\) hartree and \(2.84\). Direct integration of the continuum equations gives \(\mathcal D^2/B=0.124\) one width below the centre, \(8.63\) at the centre and \(4.98\) one width above. The bound series samples this kind of asymmetric curve at its levels.

## Where the zero can be lost

The zero rests on a single real amplitude passing through zero. If two independent final continua contribute at the same energy, the total strength is \(\mathcal D_\alpha^2+\mathcal D_\beta^2\), which vanishes only if both amplitudes vanish together. The same holds for two unresolved bound series.

A dipole transition of the core leaves the partial wave of the outer electron unchanged, so it cannot connect the p state used here to the s-wave channels. If the lower state also had a component with an outer s electron, such a transition could add to \(d_1\) and \(d_2\). It would change \(q\) but not the form of the two-channel result, provided the added amplitudes are real and smooth. A third coupled channel needs a larger \(K\) matrix, and a single pair \((q,\Gamma)\) need not describe it. With several interlopers of channel 2, \(\varepsilon\) runs through its range again for each one, and \(q\) must be evaluated afresh.

For the original decision, a few computed lines suffice for interpolation if they determine \(K\) and the \(d_i\) over the energy range. The strengths then follow from the profile and the density at each level. Where a level lies close to the zero, a small error in \(q+\varepsilon\) is a large relative error in the strength, and that line deserves its own calculation.
